# Eliminating charge-transfer states from a Frenkel chain: the short-range exciton coupling, part 1

(Sections cited here and not found follow in the second part.)

In a stack of molecules, a singlet excitation on molecule $n$ reaches molecule $n+1$ through the Coulomb interaction $J$ of the two transition densities, with no electron changing molecule. When the molecules are close enough for orbitals to overlap there is a second route. The electron hops to the neighbour and the hole follows, or the hole goes first. The intermediate state is a charge-transfer (CT) exciton, and if it lies far from the Frenkel energy it is visited virtually. The question is what coupling this route adds to $J$, with what sign, and how far a single number describes it.

Units are Rydberg atomic units ($e^2=2$, bohr, Ry). Nuclei are fixed. Each molecule carries one real HOMO $H_n$ and one real LUMO $L_n$, all orthonormal, and the Bethe-Salpeter problem is taken in the Tamm-Dancoff approximation. Numerical checks refer to the output printed after the text.

## 1. Matrix elements and their signs

Let $|0\rangle$ be the closed-shell determinant, $i,j$ occupied and $a,b$ empty orbitals, and
$$|i,a\rangle=\tfrac{1}{\sqrt2}\big(a^\dagger_{a\uparrow}a_{i\uparrow}\pm a^\dagger_{a\downarrow}a_{i\downarrow}\big)|0\rangle ,$$
with $+$ for the singlet and $-$ for the $M=0$ triplet. Normal ordering with respect to $|0\rangle$ splits the Hamiltonian into the energy of $|0\rangle$, which is the zero of energy here, the Fock operator $\hat F=\sum F_{pq}a^\dagger_pa_q$ with $F_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|kq)]$, and the residual interaction $\hat V=\frac12\sum(pq|rs):a^\dagger_pa^\dagger_ra_sa_q:$.

For the Fock part, $[a^\dagger_pa_q,a^\dagger_aa_i]=\delta_{qa}a^\dagger_pa_i-\delta_{pi}a^\dagger_aa_q$ gives
$$[\hat F,a^\dagger_aa_i]=\sum_pF_{pa}\,a^\dagger_pa_i-\sum_qF_{iq}\,a^\dagger_aa_q .$$
Acting on $|0\rangle$ and projected on single excitations, this keeps empty $p=b$ and occupied $q=j$. The remaining piece $a^\dagger_aa_i\hat F|0\rangle$ contributes $\langle0|\hat F|0\rangle$, which normal ordering removes, and double excitations, which the projection removes. The matrix element is $\delta_{ij}F_{ab}-\delta_{ab}F_{ij}$, the same for both spin components, so no spin factor appears. The minus sign on the hole term is the commutator's.

To turn the pair $(i,a)$ into $(j,b)$, $\hat V$ must contain $a^\dagger_b,a^\dagger_i,a_a,a_j$. The four ways of assigning them come in two equal pairs, which cancels the $\frac12$. Inside the normal product operators anticommute, so both are brought to the form $a^\dagger_ba_j\,a^\dagger_ia_a$, which maps the initial pair onto the final pair with coefficient $+1$. In $a^\dagger_ba^\dagger_ia_aa_j$, with integral $(bj|ia)$, $a_j$ passes two operators, sign $+$. In $a^\dagger_ba^\dagger_ia_ja_a$, with integral $(ba|ij)$, it passes one, sign $-$. The integral $(bj|ia)$ connects all four combinations of initial and final spin component, giving $\frac12(1+1\pm1\pm1)=2$ or $0$. The integral $(ba|ij)$ needs the electron spin unchanged, giving $\frac12(1+1)=1$. For real orbitals,
$$\langle j,b|H|i,a\rangle=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ia|jb)\,\delta_{\rm singlet}-(ij|ab).$$
The Bethe-Salpeter matrix has this structure with quasiparticle matrix elements for $F$ and a screened interaction in the last term. The formula was tested against the many-electron Hamiltonian of six electrons in six orbitals, built from Jordan-Wigner operators with random integrals.

From here $|m,n\rangle$ means hole on molecule $m$, electron on molecule $n$. Assume zero differential overlap between molecules: a product of orbitals on different molecules is dropped in two-electron integrals. Then
$$t_e=+F_{L_nL_{n+1}},\qquad t_h=-F_{H_nH_{n+1}},\qquad J=2(H_nL_n|H_{n+1}L_{n+1}),$$
where $t_e$ moves the electron, $t_h$ the hole, and $J$ connects $|n,n\rangle$ with $|n+1,n+1\rangle$ for singlets and is zero for triplets. Without that assumption the Frenkel-CT elements acquire terms such as $-(H_nH_n|L_nL_{n+1})$, which, for a pair with the exchange symmetry assumed below, can be absorbed in the Frenkel-CT values of $t_e$ and $t_h$ (the hops between CT states used in section 5 then differ from them). With $U=(H_nH_n|L_nL_n)$, $K=(H_nL_n|H_nL_n)$, $V=(H_nH_n|L_{n+1}L_{n+1})$ and $G=F_{L_nL_n}-F_{H_nH_n}$, the diagonal is $E_F=G+2K-U$ for the singlet, $G-U$ for the triplet, and $E_{CT}=G-V$ for $|n,n+1\rangle$. The state $|n+1,n\rangle$ has $(H_{n+1}H_{n+1}|L_nL_n)$ in place of $V$. Each neighbouring pair is assumed to have a symmetry that exchanges the two molecules, such as an inversion centre, so that the two integrals are equal and both nearest CT states lie at $E_{CT}$. Hence $\Delta\equiv E_{CT}-E_F$ is $U-V-2K$ for singlets and $U-V$ for triplets. A many-electron ring of three molecules with such integrals reproduced this chain matrix, signs included.

Phase convention: the orbitals of $n+1$ are translated copies of those of $n$, so the transition dipoles $\sqrt2\langle H_n|\mathbf r|L_n\rangle$ are equal. CT states have a permanent dipole, but their transition dipole from $|0\rangle$ vanishes if products of orbitals on different molecules are dropped in the dipole integrals as well, as is assumed below.

## 2. The dimer

There are four states, $F_1=|1,1\rangle$, $F_2=|2,2\rangle$, $C_1=|1,2\rangle$, $C_2=|2,1\rangle$. From $F_1$ an electron hop gives $C_1$ and a hole hop gives $C_2$; from $F_2$ a hole hop gives $C_1$ and an electron hop gives $C_2$. $C_1$ and $C_2$ differ in both indices and are not coupled. With $F_\pm=(F_1\pm F_2)/\sqrt2$ and $C_\pm=(C_1\pm C_2)/\sqrt2$,
$$\langle F_\pm|H|C_\pm\rangle=\tfrac12(t_e\pm t_h\pm t_h+t_e)=t_e\pm t_h,$$
and $\langle F_+|H|C_-\rangle=\frac12(t_e-t_h+t_h-t_e)=0$, likewise for $F_-,C_+$. Two $2\times2$ problems remain, with diagonal $E_F\pm J$ and $E_{CT}$. For $|t_e|,|t_h|,|J|\ll|\Delta|$ second-order perturbation theory gives
$$E_\pm=E_F\pm J-\frac{(t_e\pm t_h)^2}{\Delta}.$$
A Hamiltonian on $F_1,F_2$ alone, with site energy $h_0$ and coupling $h_1$, has levels $h_0\pm h_1$. The half-sum gives $h_0=E_F-(t_e^2+t_h^2)/\Delta$, and since $(t_e+t_h)^2-(t_e-t_h)^2=4t_et_h$ the half-difference gives
$$h_1=J+J_{CT},\qquad J_{CT}=-\frac{2t_et_h}{E_{CT}-E_F}.$$

Limits. For $t_h=0$ both levels shift by $-t_e^2/\Delta$ and $J_{CT}=0$: the electron leaves and returns, and this route does not move the exciton. For $t_e=t_h$ the state $F_-$ decouples, so the shift and $J_{CT}$ must cancel in $h_0-h_1$, and indeed $-2t_e^2/\Delta+2t_e^2/\Delta=0$.

## 3. The ring, by partitioning

Take $N\ge4$ molecules on a ring and keep the Frenkel space $P$ and the nearest CT space $Q$, spanned by $|n,n\pm1\rangle$. One hop changes the electron-hole separation by one, so a nearest CT state goes to a Frenkel state or to separation two, which is outside the model for now. Therefore $H_{QQ}=E_{CT}\mathbf 1$. The eigenvalue equations
$$H_{PP}c_P+H_{PQ}c_Q=Ec_P,\qquad H_{QP}c_P+E_{CT}c_Q=Ec_Q$$
give $c_Q=-H_{QP}c_P/(E_{CT}-E)$ for $E\ne E_{CT}$, and substitution gives the Löwdin form
$$H_{\rm eff}(E)=H_{PP}-\frac{H_{PQ}H_{QP}}{E_{CT}-E},$$
with no approximation inside this model. The product $H_{PQ}H_{QP}$ counts two-hop paths. From $|n,n\rangle$ the electron reaches $|n,n\pm1\rangle$ and the hole reaches $|n\pm1,n\rangle$; returning gives $2t_e^2+2t_h^2$. Arrival at $|n+1,n+1\rangle$ is possible through $|n,n+1\rangle$ (electron first, $t_et_h$) and through $|n+1,n\rangle$ (hole first, $t_ht_e$). These two paths are the factor 2. No CT state touches both $n$ and $n+2$. Putting $E\to E_F$ in the denominator, an error of relative order $(E-E_F)/\Delta$, gives
$$h_0=E_F-\frac{2(t_e^2+t_h^2)}{\Delta},\qquad h_1=J-\frac{2t_et_h}{\Delta}.$$
The coupling is that of the dimer, because it belongs to one bond. The shift is doubled, because each molecule has two neighbours. Symbolic multiplication of $H_{PQ}H_{QP}$ for a ring of five and for the dimer confirmed these elements.

The name short-range has this content: $t_e$ and $t_h$ need orbital overlap, and at second order the coupling stops at the nearest neighbour. For triplets $J=0$ and $J_{CT}$, with $\Delta=U-V$, is the whole second-order coupling under zero differential overlap; without that assumption the term $-(H_nH_{n+1}|L_nL_{n+1})$, also second order in the overlap, is added, and $t_e,t_h$ take their Frenkel-CT values of section 1, which differ between singlet and triplet because only the singlet element contains terms such as $2(H_nL_n|H_nL_{n+1})$.

## 4. Bloch form and a flat band

With $k=2\pi m/N$ define $F_k=N^{-1/2}\sum_ne^{ikn}|n,n\rangle$ and $C_k^\pm=N^{-1/2}\sum_ne^{ikn}|n,n\pm1\rangle$. The state $|n,n\pm1\rangle$ couples to $|n,n\rangle$ by $t_e$ and to $|n\pm1,n\pm1\rangle$ by $t_h$, so
$$v_\pm=\langle F_k|H|C_k^\pm\rangle=\frac1N\sum_ne^{ikn}\big[t_ee^{-ikn}+t_he^{-ik(n\pm1)}\big]=t_e+t_he^{\mp ik},$$
and $|v_\pm|^2=t_e^2+t_h^2+2t_et_h\cos k\equiv|v|^2$. The two CT states are degenerate, so they can be rotated: $(v_+^*C_k^++v_-^*C_k^-)/|V_k|$ couples to $F_k$ with strength $|V_k|$,
$$|V_k|^2=2|v|^2=A+B\cos k,\qquad A=2(t_e^2+t_h^2),\quad B=4t_et_h,$$
and the orthogonal combination stays at $E_{CT}$. With $\epsilon_k=E_F+J_k$, $J_k=2J\cos k$ (plus $2J_m\cos mk$ for longer-range Coulomb couplings), the secular equation $(\epsilon_k-E)(E_{CT}-E)=|V_k|^2$ has roots
$$E_\pm(k)=\frac{\epsilon_k+E_{CT}}2\pm\sqrt{\frac{(E_{CT}-\epsilon_k)^2}4+|V_k|^2}.$$
This was tested against real-space diagonalization for positive, negative and zero $\Delta$.

Limits. For $\Delta>0$ large, the Frenkel-like root is $E_-\approx\epsilon_k-|V_k|^2/\Delta$, whose $\cos k$ coefficient is $2J-B/\Delta=2(J+J_{CT})$, as in section 3. For $\Delta<0$ it is $E_+$, given by the same expression, so $J_{CT}$ reverses when the CT state lies below. At $\epsilon_k=E_{CT}$ the roots are $E_{CT}\pm|V_k|$, of first order in the hoppings and half Frenkel each, so neither root is singled out as the Frenkel one and the expression for $J_{CT}$ does not apply. Expanding the root needs $|V_k|\ll|E_{CT}-\epsilon_k|$ at every $k$, and replacing $E_{CT}-\epsilon_k$ by $\Delta$ needs $|J_k|\ll|\Delta|$ as well. A wide Coulomb band can reach resonance at one edge although $\Delta$ is large compared with the hoppings.

Cancellation can be made complete in this model. For nearest-neighbour $J$ and $x=E_{CT}-E$,
$$E=E_F-\frac Ax+\cos k\left(2J-\frac Bx\right).$$
Choose $E^*$ so that $E^*=E_F-A/x^*$. Since $E^*-E_F=\Delta-x^*$, this is $x^{*2}-\Delta x^*-A=0$, with positive root $x^*=\Delta/2+\sqrt{\Delta^2/4+A}$. If also $J=J^*=B/(2x^*)$, then $E^*$ solves the equation at every $k$. It is the lower root, because $E_-\le E_{CT}\le E_+$ and $x^*>0$. For $\Delta>0$ the lower band is flat at
$$J^*=\frac{2t_et_h}{\Delta/2+\sqrt{\Delta^2/4+A}},$$
which tends to $-J_{CT}$ for $A\ll\Delta^2$ and is smaller in magnitude, since $x^*>\Delta$. The Frenkel weight of the flat band is $1/(1+|V_k|^2/x^{*2})$. It stays above one half at every $k$ when $A+|B|<x^{*2}=\Delta x^*+A$, that is when $2|J^*|<\Delta$; for $2|J^*|>\Delta$ the part of the flat band around the maximum of $|V_k|$ is mainly CT. The argument uses $H_{QQ}=E_{CT}\mathbf 1$ and the absence of $J_m$ for $m\ge2$.

## 5. Corrections, and distant CT states

An energy-independent Hermitian $H_{\rm eff}$ is defined by taking the $N$ Frenkel-like eigenvectors, projecting them on $P$ and orthonormalizing symmetrically (the des Cloizeaux construction). There is one Frenkel state per $k$, so the result is diagonal in $k$ with eigenvalue $E(k)$, and its real-space elements are Fourier coefficients: $E(k)=h_0+2h_1\cos k+2h_2\cos2k+\dots$ Take $N\ge6$ so that $\cos3k$ is distinct from lower harmonics.

Now admit CT states of separation two, at $E_F+\Delta_2$. The state $|n,n+1\rangle$ goes to $|n,n+2\rangle$ by $t_e$ and to $|n-1,n+1\rangle$ by $t_h$, an amplitude of modulus $|v|$ again, and similarly on the other side. Eliminating these states first, at an energy $E$ near $E_F$, lowers the effective position of each nearest CT level by $|v|^2/(E_F+\Delta_2-E)\approx|v|^2/\Delta_2=|V_k|^2/2\Delta_2$ at leading order. With $e=E-E_F$,
$$e=J_k-\frac{|V_k|^2}{\Delta-y},\qquad y=e+\frac{|V_k|^2}{2\Delta_2}.$$
Here and in section 6 only the nearest-neighbour Coulomb coupling is kept, $J_k=2J\cos k$. Count $t_e,t_h,J$ as first order. Fourth order in $e$ needs $y$ to second order, $y=J_k-|V_k|^2/\Delta+|V_k|^2/2\Delta_2$, and $1/(\Delta-y)=1/\Delta+y/\Delta^2+y^2/\Delta^3$ with $y^2\to J_k^2$:
$$e=J_k-\frac{|V_k|^2}\Delta-\frac{|V_k|^2J_k}{\Delta^2}+\kappa|V_k|^4-\frac{|V_k|^2J_k^2}{\Delta^3},\qquad\kappa=\frac1{\Delta^3}-\frac1{2\Delta^2\Delta_2}.$$
With $c=\cos k$, $c^2=\frac12(1+\cos2k)$ and $c^3=\frac14(3\cos k+\cos3k)$, the three products are
$$|V_k|^2J_k=BJ+2AJ\cos k+BJ\cos2k,$$
$$|V_k|^4=A^2+\tfrac12B^2+2AB\cos k+\tfrac12B^2\cos2k,$$
$$|V_k|^2J_k^2=2AJ^2+3BJ^2\cos k+2AJ^2\cos2k+BJ^2\cos3k .$$
Halving the coefficients of $\cos k$ and $\cos2k$,
$$h_0-E_F=-\frac A\Delta-\frac{BJ}{\Delta^2}+\kappa\Big(A^2+\frac{B^2}2\Big)-\frac{2AJ^2}{\Delta^3},$$
$$h_1=J+J_{CT}-\frac{AJ}{\Delta^2}+\kappa AB-\frac{3BJ^2}{2\Delta^3},$$
$$h_2=-\frac{BJ}{2\Delta^2}+\frac{\kappa B^2}4-\frac{AJ^2}{\Delta^3}.$$
The error of $J+J_{CT}$ thus starts at third order, or at fourth when $J=0$. The term $-AJ/\Delta^2$ is $J$ multiplied by the weight lost to CT states: section 3 gives $|c_Q/c_P|=|V_k|/|E_{CT}-E|$, so the Frenkel weight is $Z_k\approx1-|V_k|^2/\Delta^2$, with average $1-A/\Delta^2$. The limit $\Delta_2\to\infty$ returns the nearest-CT model. The test halves $t_e,t_h,J$ and measures how the residual against the diagonalized $H_{\rm eff}$ falls: as the third power after second order and as the fifth after fourth order, for $h_0,h_1,h_2$, including cases with negative $t_et_h$, negative $\Delta$, and all CT separations.

The charge-transfer route adds $J_{CT}=-2t_et_h/(E_{CT}-E_F)$ to the Coulomb coupling $J$ in both the dimer and the ring, with corrections now known through fourth order and a flat band possible when the two routes cancel. It remains to settle which sign is physical and to test the result on a ring with numbers and on a slipped dimer.
